# The order-$m\alpha^4$ energy levels of positronium, part 1

(Sections cited here and not found follow in the second part.)

The Coulomb problem gives the ground state of positronium one energy, $-6.8028$ eV, shared by four spin states. With the leading relativistic terms included, the spin singlet $1^1S_0$ lies at $-6.8033$ eV and the triplet $1^3S_1$ at $-6.8025$ eV. The gap is $8.45\times10^{-4}$ eV, or 204 GHz. Divided by $mc^2\alpha^4=1.449\times10^{-3}$ eV, the two shifts are $-0.3281250$ and $+0.2552083$, which are the fractions $-21/64$ and $49/192$, and the gap is $7/12$. Where do these fractions come from, and what are they for other states?

## Entry 1. Setting and zeroth order

Atomic units are used in the algebra: $\hbar=m=e=1$, Gaussian fields, $c=1/\alpha$. An energy $\alpha^2E_h$ is then $mc^2\alpha^4$, written $m\alpha^4$ for short. In the centre-of-mass frame the electron has momentum $\mathbf p$, the positron $-\mathbf p$, and $\mathbf r=\mathbf r_--\mathbf r_+$, $\mathbf n=\mathbf r/r$, $\mathbf L=\mathbf r\times\mathbf p$. The spins are $\boldsymbol\sigma_1/2$ (electron) and $\boldsymbol\sigma_2/2$ (positron), with $\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2$.

The free energy of the pair follows from $\sqrt{1+x}=1+x/2-x^2/8+\dots$ with $x=p^2/c^2$:
$$2\sqrt{c^4+c^2p^2}=2c^2+p^2-\alpha^2\frac{p^4}{4}+\dots$$
Measured from $2c^2$, the zeroth-order Hamiltonian is $H_0=p^2-1/r$, and the first correction is $\alpha^2K$ with $K=-p^4/4$.

For $\psi=R(r)Y_{lm}$ and $u=rR$ the radial operator is $h_l=-\partial_r^2+\lambda/r^2-g/r$ with $\lambda=l(l+1)$. The coupling is $g=1$; it is kept as a symbol, and $l$ as a real number, because derivatives with respect to both are needed in Entry 6. Put $E=-\gamma^2$ and $u=e^{-\gamma r}\sum_ka_kr^{k+l+1}$. Since $(r^se^{-\gamma r})''=[s(s-1)r^{s-2}-2\gamma sr^{s-1}+\gamma^2r^s]e^{-\gamma r}$, equal powers give
$$a_{k+1}(k+1)(k+2l+2)=[2\gamma(k+l+1)-g]\,a_k .$$
If the series does not stop, $a_{k+1}/a_k\to2\gamma/k$ and $u$ grows like $e^{+\gamma r}$. It must stop at some $k=n_r$, so
$$E_0=-\frac{g^2}{4n^2},\qquad n=n_r+l+1 .$$
For $g=1$, $n=1$ this is $-E_h/4=-27.211386/4=-6.802847$ eV, with $u\propto re^{-r/2}$, a Bohr radius of $2a_0=1.058354$ Å.

## Entry 2. One-photon exchange

In a bound state the momenta $\mathbf p$ and $\mathbf p'$ before and after an exchange have unrelated lengths, so the interaction is needed for $|\mathbf p|\ne|\mathbf p'|$. The Coulomb gauge suits this, because its charge–charge interaction is exactly instantaneous and only the transverse part, already small, is retarded.

Let $\rho=\,:\!\Psi^\dagger\Psi\!:$ and $\mathbf j=\,:\!\Psi^\dagger\boldsymbol\alpha\Psi\!:$ be the number density and the current over $c$ of the Dirac field, in unit volume. The Coulomb term gives $4\pi\rho_1\rho_2/q^2$ for a momentum transfer $\mathbf q=\mathbf p'-\mathbf p$. The coupling to transverse photons is $\int\mathbf j\cdot\mathbf A$, each mode carrying amplitude $\sqrt{2\pi c^2/\omega}$ with $\omega=cq$. In second order either particle may emit. The energy denominator is $-\omega$ plus a change of particle energy, of order $m\alpha^2$ against $\omega\sim m\alpha$; dropping it is a relative error of order $\alpha$ in a term of order $m\alpha^4$. The two orderings then give $2(2\pi c^2/\omega)(-1/\omega)=-4\pi/q^2$, and the polarization sum gives $P_{ij}=\delta_{ij}-\hat q_i\hat q_j$. Together,
$$U=\frac{4\pi}{q^2}\left[\rho_1\rho_2-j_{1i}P_{ij}j_{2j}\right].$$

The field is $\Psi=\sum(b\,u\,e^{i\mathbf p\cdot\mathbf x}+d^\dagger v\,e^{-i\mathbf p\cdot\mathbf x})$. With $\boldsymbol\kappa=\alpha\mathbf p$ and $\epsilon=\sqrt{1+\kappa^2}$, the solution of $(\boldsymbol\alpha\cdot\boldsymbol\kappa+\beta)u=\epsilon u$ with $u^\dagger u=1$ is
$$u=\sqrt{\frac{\epsilon+1}{2\epsilon}}\begin{pmatrix}\xi\\ \dfrac{\boldsymbol\sigma\cdot\boldsymbol\kappa}{\epsilon+1}\xi\end{pmatrix}\approx\left(1-\frac{\kappa^2}{8}\right)\begin{pmatrix}\xi\\ \tfrac12\boldsymbol\sigma\cdot\boldsymbol\kappa\,\xi\end{pmatrix},$$
since $(2+\kappa^2/2)/(2+\kappa^2)\approx1-\kappa^2/4$.

The positron spinor is $v=Cu^*$ with $C=\begin{pmatrix}0&i\sigma_y\\-i\sigma_y&0\end{pmatrix}$, a real symmetric matrix with $C^2=1$. Multiplying blocks and using $\sigma_y\boldsymbol\sigma\sigma_y=-\boldsymbol\sigma^*$ gives $C\boldsymbol\alpha C=\boldsymbol\alpha^*$ and $C\beta C=-\beta$. Conjugating the equation for $u$ and applying $C$ gives $(-\boldsymbol\alpha\cdot\boldsymbol\kappa+\beta)v=-\epsilon v$, the negative-energy solution that belongs with $e^{-i\mathbf p\cdot\mathbf x}$. For $\Gamma=1$ or $\boldsymbol\alpha$,
$$v^\dagger\Gamma v'=u^TC\Gamma Cu'^*=(u^\dagger\Gamma u')^*=u'^\dagger\Gamma u .$$
So the positron bilinears equal those of an electron with the same momenta and spins. The operator that multiplies them is $d\,d'^\dagger$, which normal ordering turns into $-d'^\dagger d$. That sign is the opposite charge, and it multiplies the whole of $U$ by $-1$.

The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ gives the electron density as a matrix between $\xi'^\dagger$ and $\xi$:
$$\rho_1=1-\frac{\kappa^2+\kappa'^2}{8}+\frac{\boldsymbol\kappa'\cdot\boldsymbol\kappa+i\boldsymbol\sigma_1\cdot(\boldsymbol\kappa'\times\boldsymbol\kappa)}{4}=1-\frac{\alpha^2q^2}{8}+\frac{i\alpha^2}{4}\boldsymbol\sigma_1\cdot(\mathbf p'\times\mathbf p).$$
The matrix $\boldsymbol\alpha$ joins upper and lower components, so $\mathbf j_1=\tfrac12[\boldsymbol\sigma(\boldsymbol\sigma\cdot\boldsymbol\kappa)+(\boldsymbol\sigma\cdot\boldsymbol\kappa')\boldsymbol\sigma]$. The same identity gives $\boldsymbol\sigma(\boldsymbol\sigma\cdot\boldsymbol\kappa)=\boldsymbol\kappa+i\boldsymbol\kappa\times\boldsymbol\sigma$ and $(\boldsymbol\sigma\cdot\boldsymbol\kappa')\boldsymbol\sigma=\boldsymbol\kappa'-i\boldsymbol\kappa'\times\boldsymbol\sigma$, so
$$\mathbf j_1=\frac\alpha2\left[\mathbf p+\mathbf p'+i\boldsymbol\sigma_1\times\mathbf q\right].$$
For the positron both momenta are reversed. The density keeps its form with $\boldsymbol\sigma_2$, because it is quadratic in the momenta, and $\mathbf j_2=-\tfrac\alpha2[\mathbf p+\mathbf p'+i\boldsymbol\sigma_2\times\mathbf q]$.

To order $\alpha^2$ the density product is
$$\rho_1\rho_2=1-\frac{\alpha^2q^2}{4}+\frac{i\alpha^2}{2}\mathbf S\cdot(\mathbf p'\times\mathbf p).$$
In the current product $\boldsymbol\sigma\times\mathbf q$ is already transverse, so
$$-j_1Pj_2=\frac{\alpha^2}{4}\left[(\mathbf p+\mathbf p')P(\mathbf p+\mathbf p')+2i(\mathbf p+\mathbf p')\cdot(\mathbf S\times\mathbf q)-(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)\right].$$
First term: $\mathbf p'=\mathbf p+\mathbf q$ has the same transverse part as $\mathbf p$, so the term is $4p'_iP_{ij}p_j=4(\mathbf p\times\mathbf q)^2/q^2=4(\mathbf p\times\mathbf p')^2/q^2$. Second term: $(\mathbf p+\mathbf p')\cdot(\mathbf S\times\mathbf q)=\mathbf S\cdot[\mathbf q\times(\mathbf p+\mathbf p')]=2\mathbf S\cdot(\mathbf p'\times\mathbf p)$, which contributes $i\alpha^2\mathbf S\cdot(\mathbf p'\times\mathbf p)$, twice the density contribution. Third term: $(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)=q^2(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\boldsymbol\sigma_1\cdot\hat{\mathbf q}\,\boldsymbol\sigma_2\cdot\hat{\mathbf q})$. Multiplying the sum by $-4\pi/q^2$,
$$U_{\rm ex}=-\frac{4\pi}{q^2}+\alpha^2\left[\pi-\frac{4\pi}{q^2}p'_iP_{ij}p_j-\frac{6\pi i}{q^2}\mathbf S\cdot(\mathbf p'\times\mathbf p)+\pi(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\boldsymbol\sigma_1\cdot\hat{\mathbf q}\,\boldsymbol\sigma_2\cdot\hat{\mathbf q})\right].$$
Because the masses are equal, the terms linear in spin contain only $\boldsymbol\sigma_1+\boldsymbol\sigma_2$. For unequal masses a term in $\boldsymbol\sigma_1-\boldsymbol\sigma_2$ appears and mixes singlet and triplet.

*Limit: a heavy partner.* With an infinitely heavy positive particle, $\rho_2=1$ and $\mathbf j_2=0$, and only $\rho_1$ survives. Its $q^2$ term gives the constant $\pi\alpha^2/2$, the potential $(\pi\alpha^2/2)\delta^3(\mathbf r)$, and the kinetic correction is $-\alpha^2p^4/8$. For $\psi=e^{-r}/\sqrt\pi$ one has $p^2\psi=2(-\tfrac12+1/r)\psi$, $\langle1/r\rangle=1$, $\langle1/r^2\rangle=2$, so $\langle p^4\rangle=4(\tfrac14-1+2)=5$. The shift is $\alpha^2(-\tfrac58+\tfrac12)=-\alpha^2/8$, and the Dirac ground state $c^2(\sqrt{1-\alpha^2}-1)=-\tfrac12-\alpha^2/8+\dots$ has the same term.

## Entry 3. Virtual annihilation

The field also has terms $d\,b\;v^\dagger\Gamma u$ that destroy the pair and conjugate terms that create it. The simplest case is both particles at rest relative to each other; it is also enough at order $m\alpha^4$, because the result is already of order $\alpha^2$. Momentum corrections change the kernel by a relative $\alpha^2p^2$. An S-state momentum wave function falls only as $p^{-4}$, so the average $\int\alpha^2p^2\,p^{-4}\,p^2dp$ grows linearly until it is cut off at $p\sim c=1/\alpha$. The effect on the energy is therefore of relative order $\alpha$, or $m\alpha^5$, and belongs with the short-distance terms listed at the end of this entry.

Give the pair a small total momentum $\mathbf K$, to be sent to zero, and energy $W\approx2c^2$. Let $\mathbf J=\langle0|\mathbf j|i\rangle$, so that $\langle f|\mathbf j|0\rangle=\mathbf J'^*$. Two orderings occur for a transverse photon with $\omega=cK$. The pair turns into the photon, which turns into the final pair: denominator $W-\omega$. Or the final pair and a photon appear first, and the photon is absorbed with the initial pair: denominator $W-(2W+\omega)$. The currents are bilinear in fermion operators, so both orderings carry the same product, and
$$\frac{2\pi c^2}{\omega}\left[\frac1{W-\omega}-\frac1{W+\omega}\right]=\frac{4\pi c^2}{W^2-\omega^2}\to\frac{4\pi c^2}{W^2}$$
multiplies $J'^*_i(\delta_{ij}-\hat K_i\hat K_j)J_j$. The Coulomb term supplies the missing direction. Current conservation, $\partial_t\rho+c\nabla\cdot\mathbf j=0$, applied to a matrix element varying as $e^{i\mathbf K\cdot\mathbf x-iWt}$ gives $\langle0|\rho|i\rangle=c\mathbf K\cdot\mathbf J/W$. Then $4\pi\rho'^*\rho/K^2=(4\pi c^2/W^2)J'^*_i\hat K_i\hat K_jJ_j$. The sum no longer depends on $\hat{\mathbf K}$, and with $W=2c^2$
$$U_{\rm ann}=\pi\alpha^2\,\mathbf J'^*\cdot\mathbf J .$$
The diagonal element is positive: for the transverse directions the upward push of the one-photon state, which lies below the pair, exceeds the downward push of the second ordering, and the Coulomb term that supplies the third direction is a positive square.

For $|i\rangle=b^\dagger d^\dagger|0\rangle$ one has $d\,b\,b^\dagger d^\dagger|0\rangle=|0\rangle$, so $\mathbf J=v^\dagger\boldsymbol\alpha u$. At rest $u=(\xi,0)$ and $v=C(\chi^*,0)=(0,-i\sigma_y\chi^*)$, hence $\mathbf J=\chi^Ti\sigma_y\boldsymbol\sigma\,\xi$. The three matrices are
$$i\sigma_y\sigma_x=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad i\sigma_y\sigma_y=\begin{pmatrix}i&0\\0&i\end{pmatrix},\quad i\sigma_y\sigma_z=\begin{pmatrix}0&-1\\-1&0\end{pmatrix}.$$
All are symmetric, so the antisymmetric singlet has $\mathbf J=0$. The triplet states with $M=1,0,-1$ give $(1,i,0)$, $(0,0,-\sqrt2)$, $(-1,i,0)$, mutually orthogonal and each of squared length 2. Thus $\mathbf J'^*\cdot\mathbf J$ is twice the triplet projector, which is $\mathbf S^2$, and $U_{\rm ann}=\pi\alpha^2\mathbf S^2$. A vector current at zero relative momentum can only couple to angular momentum one.

The numerical check builds both amplitudes from unexpanded four-component spinors, with the ordering signs ($-1$ for exchange, $+1$ for annihilation) taken from explicit Fock-space matrices. At three pairs of momenta with $|\mathbf p|\neq|\mathbf p'|$ it asserts that the deviation from the two kernels falls fourfold when $\alpha$ is halved (3.999 for the last pair) and that the extrapolated $4\times4$ spin matrices match to $10^{-6}$.

What is left out can be counted. A one-photon contact term has strength $\alpha/m^2$ and multiplies $|\psi(0)|^2\sim(m\alpha)^3$, giving $m\alpha^4$. Processes with two photons and loop momenta of order $mc$ (two-photon annihilation, vertex corrections and the anomalous moment, extra pairs) have strength $\alpha^2/m^2$ and give $m\alpha^5$, the same order as the retardation dropped in Entry 2. The decay width of the singlet ground state begins there too. The triplet ground state cannot decay into two photons; it needs three, and its width begins at $m\alpha^6$. These are estimates of order, not calculations.

## Entry 4. Back to position space

With $U(\mathbf p',\mathbf p)=\int e^{-i\mathbf p'\cdot\mathbf r}Ve^{i\mathbf p\cdot\mathbf r}d^3r$, a function $V(\mathbf r)$ has kernel $\tilde V(\mathbf q)$, a gradient of the function multiplies it by $i\mathbf q$, and a constant kernel is a $\delta^3(\mathbf r)$. Four pairs are needed.

From $\nabla^2(1/r)=-4\pi\delta^3$ follows $1/r\leftrightarrow4\pi/q^2$. One gradient gives $\mathbf r/r^3=-\nabla(1/r)\leftrightarrow-4\pi i\mathbf q/q^2$. A second gives $\partial_j(x_i/r^3)\leftrightarrow4\pi\hat q_i\hat q_j$. Away from the origin this derivative is $(\delta_{ij}-3n_in_j)/r^3$; its integral over a small ball is the surface integral $\oint n_in_jd\Omega=4\pi\delta_{ij}/3$. Therefore
$$4\pi\hat q_i\hat q_j\leftrightarrow\frac{\delta_{ij}-3n_in_j}{r^3}+\frac{4\pi}{3}\delta_{ij}\delta^3(\mathbf r),$$
with the rule that a small sphere is cut out of the first term, which means that angles are integrated before the radius. Last, $\nabla^2r=2/r$ gives $r\leftrightarrow-8\pi/q^4$, so $\partial_i\partial_jr=(\delta_{ij}-n_in_j)/r\leftrightarrow8\pi q_iq_j/q^4$, and subtracting half of this from $\delta_{ij}/r$,
$$\frac{4\pi P_{ij}}{q^2}\leftrightarrow\frac{\delta_{ij}+n_in_j}{2r}.$$
The program tests the four pairs, in diagonal components, by integrating both sides against a displaced Gaussian.

The operator $p_iW_{ij}(\mathbf r)p_j$ has kernel $p'_i\tilde W_{ij}p_j$, which fixes the ordering in the orbital term. The operator $(\mathbf r/r^3)\times\mathbf p$ has kernel $-4\pi i\,\mathbf q\times\mathbf p/q^2=-4\pi i\,\mathbf p'\times\mathbf p/q^2$, so $-6\pi i$ means a coefficient $3/2$. The spin–spin kernel becomes $\pi(1-\tfrac13)\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta^3+S_{12}/(4r^3)$ with $S_{12}=3\,\boldsymbol\sigma_1\cdot\mathbf n\,\boldsymbol\sigma_2\cdot\mathbf n-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$. The Breit Hamiltonian with annihilation is $H'=\alpha^2(K+O+D+SS+A+SO+T)$:
$$K=-\frac{p^4}{4},\quad O=-p_i\frac{\delta_{ij}+n_in_j}{2r}p_j,\quad D=\pi\delta^3,\quad SS=\frac{2\pi}{3}\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta^3,$$
$$A=\pi\mathbf S^2\delta^3,\quad SO=\frac{3}{2}\frac{\mathbf L\cdot\mathbf S}{r^3},\quad T=\frac{S_{12}}{4r^3}.$$
These operators are valid in first order only. The expansion assumed $p\ll c$, and $\delta^3$, $r^{-3}$ and $-p^4$ added to $H_0$ do not define an eigenvalue problem to be solved exactly.

*Limit: the sign of $O$.* Opposite charges with opposite velocities are parallel currents and attract. The tensor $\delta_{ij}+n_in_j$ is positive, so $\langle O\rangle<0$ in every state.

One-photon exchange, virtual annihilation and the kinetic correction have now been collected into the Hamiltonian $H'$, valid in first order. What remains is to evaluate its averages, for the ground state and then for any $n$ and $l$, and to check that it is diagonal in the labels of the states.
